# Space-charge-limited current with saturated carrier velocity: two derivations: test program

```python
"""
Planar space-charge-limited current with saturated carrier velocity:
    J = 2 * eps * vsat * V / L**2
J current density, eps permittivity, vsat saturation velocity, V voltage,
L layer thickness. The injecting contact has zero field; diffusion is ignored.
For v(F) = mu F / (1 + (mu F/vsat)**beta)**(1/beta) the scaled quantities are
    u = F(L)/Fs,  Fs = vsat/mu,  j = J L/(eps vsat Fs),  w = V/(Fs L).
Saturated law: j = 2 w.  Mott-Gurney law: j = (9/8) w**2.
Lengths are in cm, fields in V/cm, and current densities in A/cm2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, solve_bvp
from scipy.optimize import brentq

# Rough typical inputs for electrons in a silicon n+/intrinsic/n+ diode
q = const.e
temperature = 300.0
thermal_voltage = const.k * temperature / q
relative_permittivity = 11.7
eps = relative_permittivity * const.epsilon_0 / 100.0      # F/cm
mobility = 1400.0                                       # cm2/Vs
vsat = 1.0e7                                            # cm/s
length = 1.0e-4                                         # cm
voltage = 10.0                                          # V
contact_density = 1.0e18                                # cm^-3
residual_donors = 1.0e14                                # cm^-3
field_scale = vsat / mobility
w_example = voltage / (field_scale * length)


def saturated_law(v):
    return 2 * eps * vsat * v / length**2


def sheet_simulation(v, donors=0.0, cells=400):
    """Emit sheets that cancel the cathode field; move them all at vsat."""
    sheets = np.zeros(cells)
    weights = 1 - np.arange(cells) / cells
    source = eps * v / length + q * donors * length / 2
    smallest = np.inf
    for _ in range(12 * cells):
        sheets[1:] = sheets[:-1].copy()
        sheets[0] = 0.0
        sheets[0] = source - weights @ sheets
        smallest = min(smallest, sheets[0])
    assert smallest > 0
    current = sheets[0] * vsat * cells / length
    anode_field = (sheets.sum() - q * donors * length) / eps
    return current, anode_field


def integrate_gauss(j, beta):
    """Integrate Gauss's law in x for u**2, which is regular at the cathode."""
    def rhs(x, y):
        u = np.sqrt(max(y[0], 0.0))
        return [2 * j * (1 + u**beta)**(1 / beta), u]
    sol = solve_ivp(rhs, (0, 1), [0.0, 0.0], rtol=1e-9, atol=1e-12)
    assert sol.success
    return np.sqrt(sol.y[0, -1]), sol.y[1, -1]


def closed_form(u):
    """Return j and w for beta = 1 from the scaled anode field u."""
    j = u - np.log1p(u)
    return j, (u**2 / 2 - u + np.log1p(u)) / j


def current_beta1(w):
    u = brentq(lambda t: closed_form(t)[1] - w, 1.4 * w, 2.1 * w)
    return closed_form(u)[0], u


def velocity_moments(u, velocity):
    a = quad(velocity, 0, u, limit=200)[0]
    b = quad(lambda t: t * velocity(t), 0, u, limit=200)[0]
    return a, b


def log_slope(w):
    up, down = current_beta1(1.01 * w)[0], current_beta1(w / 1.01)[0]
    return np.log(up / down) / (2 * np.log(1.01))


def drift_diffusion(w_target, delta, contact_slope):
    """Diode between equal reservoirs; delta = (kT/q)/(Fs L).

    Unknowns are the log of scaled density, field and potential, and j.
    The zero-voltage solution is analytic and starts the continuation.
    """
    k = brentq(lambda t: 2 * delta * t**2 / np.cos(t / 2)**2
               - contact_slope, 1e-6, np.pi - 1e-9)
    mesh = 0.5 * (1 - np.cos(np.linspace(0, np.pi, 401)))
    mesh[0], mesh[-1] = 0.0, 1.0
    arg = k * (mesh - 0.5)
    log_density = np.log(2 * delta * k**2 / np.cos(arg)**2)
    guess = np.vstack((log_density, 2 * delta * k * np.tan(arg),
                       delta * (log_density - log_density[0])))
    parameter = np.array([0.0])
    log_contact = np.log(contact_slope)

    def rhs(x, y, p):
        density = np.exp(np.clip(y[0], -40, 40))
        drag = p[0] * (1 + np.abs(y[1])) / density
        return np.vstack(((y[1] - drag) / delta, density, y[1]))

    w_done, step = 0.0, 0.1
    while w_done < w_target:
        w_try = min(w_done + step, w_target)

        def boundary(ya, yb, p):
            return np.array([ya[0] - log_contact, yb[0] - log_contact,
                             ya[2], yb[2] - w_try])
        sol = solve_bvp(rhs, boundary, mesh, guess, p=parameter,
                        tol=1e-3, max_nodes=5000)
        if sol.success:
            w_done, guess, parameter = w_try, sol.sol(mesh), sol.p
            step = min(1.6 * step, 2.0)
        else:
            step /= 2
            assert step > 1e-3, "continuation stalled"
    return sol.p[0], sol.sol


# Saturated law from moving sheets, with and without fixed donors
j_sat = saturated_law(voltage)
j_sheets, anode_sheets = sheet_simulation(voltage)
assert abs(j_sheets / j_sat - 1) < 0.005       # sheet spacing error 1/400
assert abs(anode_sheets * length / (2 * voltage) - 1) < 0.005
test_donors = 1e15
j_doped = sheet_simulation(voltage, test_donors)[0]
added = (j_doped - j_sheets) / (q * test_donors * vsat)
assert abs(added - 1) < 0.005

# Interpolated and general formulas against direct integration
for j_test in (0.01, 1.0, 20.0, 500.0):
    u_end, w_end = integrate_gauss(j_test, 1)
    j_formula, w_formula = closed_form(u_end)
    assert abs(j_formula / j_test - 1) < 1e-5
    assert abs(w_formula / w_end - 1) < 1e-5
    u_end, w_end = integrate_gauss(j_test, 2)
    a, b = velocity_moments(u_end, lambda t: t / np.sqrt(1 + t*t))
    assert abs(a**2 / b * w_end / j_test - 1) < 1e-5
    for beta in (1, 2, 4):
        w_end = integrate_gauss(j_test, beta)[1]
        assert j_test < 2 * w_end
        assert j_test < 9 / 8 * w_end**2

# Both limits, the slow approach, and failure of the bound with a peak
w_low = integrate_gauss(1e-6, 1)[1]
assert abs(1e-6 / (9 / 8 * w_low**2) - 1) < 0.01
w_high = integrate_gauss(1e5, 1)[1]
assert abs(1e5 / (2 * w_high) - 1) < 0.001
u_large = 1e5
j_large, w_large = closed_form(u_large)
deficit = 1 - j_large / (2 * w_large)
assert abs(deficit / (2 * (np.log(u_large) - 1) / u_large) - 1) < 0.01
assert abs(log_slope(0.01) - 2) < 0.02
assert abs(log_slope(1e4) - 1) < 0.002
a, b = velocity_moments(20, lambda t: np.tanh(t) * (1 + 2/(1 + (t/5)**4)))
peaked_factor = a**2 / b
assert peaked_factor > 2

# Diode currents without diffusion
j_one, u_one = current_beta1(w_example)
ratio_one = j_one / (2 * w_example)


def beta2_mismatch(u):
    a2, b2 = velocity_moments(u, lambda t: t / np.sqrt(1 + t*t))
    return b2 / a2 - w_example


u_two = brentq(beta2_mismatch, 1.4 * w_example, 2.1 * w_example)
j_two = velocity_moments(u_two, lambda t: t / np.sqrt(1 + t*t))[0]
j_mg = 9 / 8 * eps * mobility * voltage**2 / length**3
v_cross = 16 * vsat * length / (9 * mobility)
assert abs(saturated_law(v_cross)
           / (9/8 * eps * mobility * v_cross**2 / length**3) - 1) < 1e-12

# Diffusion and its independent integrated-momentum check
delta = thermal_voltage / (field_scale * length)
contact_slope = q * contact_density * length / (eps * field_scale)
j_diff, profile = drift_diffusion(w_example, delta, contact_slope)
x = np.linspace(0, 1, 20001)
log_n, field, potential = profile(x)
abs_integral = np.sum((np.abs(field[1:]) + np.abs(field[:-1])) / 2) * (x[1]-x[0])
j_balance = (field[-1]**2 - field[0]**2) / (2 * (1 + abs_integral))
assert abs(j_balance / j_diff - 1) < 0.01      # boundary solver tolerance
minimum = np.argmin(potential)
barrier = -potential[minimum] * field_scale * length

# Sizes of other neglected effects; material coefficients are rough
density = j_sat / (q * vsat)
anode_field = 2 * voltage / length
ion_a, ion_b = 7.0e5, 1.23e6                         # cm^-1, V/cm
ionization = quad(lambda s: ion_a * np.exp(-ion_b * length**2
                  / (2 * voltage * s)), 0, length)[0]
gap, tunnel_mass, dos_mass = 1.12, 0.2, 1.08
tunnel_exponent = (4 * np.sqrt(2 * tunnel_mass * const.m_e) * (gap * q)**1.5
                   / (3 * q * const.hbar * anode_field * 100))
band_density = 2e-6 * (2 * np.pi * dos_mass * const.m_e * const.k
                      * temperature / const.h**2)**1.5
energy_time = 0.3e-12
heat_capacity, conductivity, radius = 1.66, 1.5, 10e-4
power = j_sat * voltage
heating_rate = power / length / heat_capacity
steady_rise = 8 * power * radius / (3 * np.pi * conductivity)

print(f"temperature = {temperature:.0f} K; kT/q = {thermal_voltage:.5f} V")
print(f"relative permittivity = {relative_permittivity:.1f}")
print(f"permittivity = {eps:.4e} F/cm")
print(f"low-field mobility = {mobility:.0f} cm2/Vs")
print(f"saturation velocity = {vsat:.2e} cm/s")
print(f"thickness = {length*1e4:.2f} um; voltage = {voltage:.1f} V")
print(f"field scale vsat/mobility = {field_scale/1e3:.3f} kV/cm")
print(f"scaled voltage w = {w_example:.3f}")
print(f"saturated-law current = {j_sat:.4e} A/cm2")
print(f"saturated-law current = {j_sat*1e4:.4e} A/m2")
print(f"moving-sheet current / saturated law = {j_sheets/j_sat:.5f}")
print(f"added donor current / (q N vsat) in sheet test = {added:.5f}")
print(f"electron density in saturated model = {density:.3e} cm^-3")
print(f"stored charge per area = {2*eps*voltage/length*1e6:.4f} uC/cm2")
print(f"anode field in saturated model = {anode_field/1e6:.3f} MV/cm")
print(f"transit time = {length/vsat*1e12:.2f} ps")
print(f"Mott-Gurney current = {j_mg:.4e} A/cm2")
print(f"Mott-Gurney / saturated law = {j_mg/j_sat:.3f}")
print(f"crossover voltage = {v_cross:.3f} V")
print(f"interpolated current, beta=1 = {ratio_one*j_sat:.4e} A/cm2")
print(f"interpolated / saturated law, beta=1 = {ratio_one:.4f}")
print(f"interpolated / saturated law, beta=2 = {j_two/(2*w_example):.4f}")
print(f"scaled anode field u, beta=1 = {u_one:.3f}")
print(f"logarithmic slope at example voltage = {log_slope(w_example):.4f}")
for w in (0.1, 1.0, 10.0, 100.0, 1000.0):
    jw = current_beta1(w)[0]
    print(f"w={w:g}: J/saturated={jw/(2*w):.4f}, "
          f"J/Mott-Gurney={jw/(9/8*w*w):.4f}, slope={log_slope(w):.4f}")
print(f"peaked-velocity test factor A^2/(B vsat) = {peaked_factor:.3f}")
print(f"contact density for diffusion solution = {contact_density:.1e} cm^-3")
print(f"current with diffusion = {j_diff/(2*w_example)*j_sat:.3e} A/cm2")
print(f"with diffusion / saturated law = {j_diff/(2*w_example):.3f}")
print(f"with diffusion / without diffusion, beta=1 = {j_diff/j_one:.3f}")
print(f"virtual cathode position = {x[minimum]*length*1e7:.1f} nm")
print(f"virtual cathode barrier = {barrier:.3f} eV")
print(f"residual donor density = {residual_donors:.1e} cm^-3")
print(f"donor current / saturated law = {q*residual_donors*vsat/j_sat:.4f}")
print(f"ionization coefficients = {ion_a:.1e} cm^-1, {ion_b:.2e} V/cm")
print(f"ionizing events per electron crossing = {ionization:.4f}")
print(f"tunnelling inputs: gap = {gap:.2f} eV, mass = {tunnel_mass:.2f} m_e")
print(f"interband tunnelling exponent at anode = {tunnel_exponent:.1f}")
print(f"density-of-states mass = {dos_mass:.2f} m_e")
print(f"electron density / band density = {density/band_density:.2e}")
print(f"energy relaxation time = {energy_time*1e12:.2f} ps")
print(f"relaxation distance / thickness = {vsat*energy_time/length:.3f}")
print(f"power per area = {power:.3e} W/cm2")
print(f"heat capacity = {heat_capacity:.2f} J/cm3K")
print(f"heating rate without heat loss = {heating_rate*1e-9:.3f} K/ns")
print(f"thermal conductivity = {conductivity:.2f} W/cmK")
print(f"disc radius for heating estimate = {radius*1e4:.1f} um")
print(f"steady mean temperature rise = {steady_rise:.1f} K")
print("OK")
```

Printed output:

```
temperature = 300 K; kT/q = 0.02585 V
relative permittivity = 11.7
permittivity = 1.0359e-12 F/cm
low-field mobility = 1400 cm2/Vs
saturation velocity = 1.00e+07 cm/s
thickness = 1.00 um; voltage = 10.0 V
field scale vsat/mobility = 7.143 kV/cm
scaled voltage w = 14.000
saturated-law current = 2.0719e+04 A/cm2
saturated-law current = 2.0719e+08 A/m2
moving-sheet current / saturated law = 0.99751
added donor current / (q N vsat) in sheet test = 0.99751
electron density in saturated model = 1.293e+16 cm^-3
stored charge per area = 0.2072 uC/cm2
anode field in saturated model = 0.200 MV/cm
transit time = 10.00 ps
Mott-Gurney current = 1.6316e+05 A/cm2
Mott-Gurney / saturated law = 7.875
crossover voltage = 1.270 V
interpolated current, beta=1 = 1.6957e+04 A/cm2
interpolated / saturated law, beta=1 = 0.8184
interpolated / saturated law, beta=2 = 0.9333
scaled anode field u, beta=1 = 26.220
logarithmic slope at example voltage = 1.1457
w=0.1: J/saturated=0.0524, J/Mott-Gurney=0.9308, slope=1.9313
w=1: J/saturated=0.3296, J/Mott-Gurney=0.5859, slope=1.6031
w=10: J/saturated=0.7747, J/Mott-Gurney=0.1377, slope=1.1816
w=100: J/saturated=0.9564, J/Mott-Gurney=0.0170, slope=1.0355
w=1000: J/saturated=0.9934, J/Mott-Gurney=0.0018, slope=1.0057
peaked-velocity test factor A^2/(B vsat) = 3.551
contact density for diffusion solution = 1.0e+18 cm^-3
current with diffusion = 1.947e+04 A/cm2
with diffusion / saturated law = 0.940
with diffusion / without diffusion, beta=1 = 1.148
virtual cathode position = 44.0 nm
virtual cathode barrier = 0.080 eV
residual donor density = 1.0e+14 cm^-3
donor current / saturated law = 0.0077
ionization coefficients = 7.0e+05 cm^-1, 1.23e+06 V/cm
ionizing events per electron crossing = 0.0188
tunnelling inputs: gap = 1.12 eV, mass = 0.20 m_e
interband tunnelling exponent at anode = 181.0
density-of-states mass = 1.08 m_e
electron density / band density = 4.59e-04
energy relaxation time = 0.30 ps
relaxation distance / thickness = 0.030
power per area = 2.072e+05 W/cm2
heat capacity = 1.66 J/cm3K
heating rate without heat loss = 1.248 K/ns
thermal conductivity = 1.50 W/cmK
disc radius for heating estimate = 10.0 um
steady mean temperature rise = 117.2 K
OK
```
